# Locating a silicon regrowth front from bond-order correlations, without a reference lattice

Suppose that the atoms of a partly recrystallized silicon film are to be sorted into crystal and amorphous by comparing their positions with a stored diamond lattice. With the lattice aligned, the comparison works. If the sample is turned, it can fail, although no atom has changed its surroundings. In the simulated film described below, a lattice signal averaged over atoms deep in the crystal is 0.983 before a turn of 20° about the growth axis and −0.007 after it. The crystal has vanished from the record because the reference was wrong.

The signal is the average of $\cos(\mathbf k\cdot\mathbf r)$ over the in-plane wave vectors (220), (2$\bar2$0), (400) and (040) of diamond. It is near one for atoms on the expected sites and averages to zero for disordered ones. Strain in the plane of the film spoils it as rotation does, through a phase error that grows with distance from the origin. A sideways drift of the whole sample can spoil it too, through an equal phase error at every atom. A better classifier should use relations between neighbouring atoms.

## Why the shape of one neighbourhood is not enough

The nearest local quantity is the shape of an atom's coordination shell. Let $\mathbf u_a$, $a=0,\dots,3$, be unit vectors from atom $i$ to its four nearest neighbours, and define

$$q_m(i)=\frac14\sum_a Y_{lm}(\mathbf u_a),$$

where $Y_{lm}$ are real orthonormal spherical harmonics. The $2l+1$ numbers $q_m$ form a vector $\mathbf q(i)$. Its components change under rotation, but scalar products do not. The addition theorem,

$$\sum_mY_{lm}(\mathbf u)Y_{lm}(\mathbf v)=\frac{2l+1}{4\pi}P_l(\mathbf u\cdot\mathbf v),$$

gives for two atoms with bond directions $\mathbf u_a$ and $\mathbf v_b$

$$\mathbf q(i)\cdot\mathbf q(j)=\frac{2l+1}{4\pi}\frac1{16}\sum_{ab}P_l(\mathbf u_a\cdot\mathbf v_b).$$

The right side contains angles between bonds and no external axis.

The order $l$ follows from the tetrahedron. For $i=j$ the sum has four terms with cosine 1 and twelve with cosine $-1/3$:

$$\Sigma_l=4+12P_l(-1/3).$$

Since $P_1(-1/3)=P_2(-1/3)=-1/3$, both $\Sigma_1$ and $\Sigma_2$ vanish. With $P_3(x)=(5x^3-3x)/2$,

$$P_3(-1/3)=\frac12\left(-\frac5{27}+1\right)=\frac{11}{27},\qquad
\Sigma_3=4+\frac{132}{27}=\frac{80}{9}.$$

Thus $l=3$ is the lowest nonzero order that sees a tetrahedron. The usual invariant is $q_3=\sqrt{(4\pi/7)|\mathbf q|^2}=\sqrt{\Sigma_3/16}=\sqrt5/3\approx0.745$.

This number is not a general criterion for the crystal. Distorted tetrahedra can give a different value, and in a strongly distorted network that may be enough to tell the phases apart. But an amorphous network of ideal tetrahedra would have the same $q_3$ at every atom as the crystal. What such a network lacks is a fixed relation between one tetrahedron and the next.

## Comparing bonded neighbours

That relation is measured by

$$d_{ij}=\frac{\mathbf q(i)\cdot\mathbf q(j)}{|\mathbf q(i)|\,|\mathbf q(j)|},\qquad l=3.$$

In diamond, the midpoint of every bond is an inversion centre. The bond directions at $j$ are therefore the negatives of those at $i$. Harmonics of odd order change sign under inversion, so $\mathbf q(j)=-\mathbf q(i)$ and $d_{ij}=-1$ on every bond.

Homogeneous strain does not alter this value. It maps a bond vector $\mathbf b$ to $F\mathbf b$ and its negative to $-F\mathbf b$, and opposite vectors stay opposite. A uniform shift of one sublattice against the other also keeps them opposite. The condition is that the same four atoms remain nearest. An epitaxial misfit strain thus needs no correction, whereas a stored lattice would have to be stretched to follow it.

It is tempting to call a bond crystalline whenever $d_{ij}$ is clearly negative. To see what this does in the amorphous phase, take two ideal tetrahedra that share a bond and have dihedral angle $\varphi$ between their outer bonds. Put the $z$ axis from $i$ to $j$. Then $\mathbf u_0=\hat z$ and $\mathbf v_0=-\hat z$. The outer bonds have $z$ components $-1/3$ at $i$ and $+1/3$ at $j$, and a transverse length $\sqrt{8}/3$. The sixteen cosines are

- one $\mathbf u_0\cdot\mathbf v_0=-1$, with $P_3=-1$;
- six products of a shared and an outer bond, equal to $1/3$, with $P_3=-11/27$;
- nine products of outer bonds, $x=-\frac19+\frac89\cos\varphi'$, where $\varphi'$ takes each of $\varphi,\varphi+120^\circ,\varphi+240^\circ$ three times.

Over these three angles $\cos\varphi'$ averages to zero and $\cos^2\varphi'$ to $1/2$. Because $\cos^3\varphi'=(3\cos\varphi'+\cos3\varphi')/4$, its average is $C/4$ with $C=\cos3\varphi$. Hence $\langle x\rangle=-1/9$ and

$$\langle x^3\rangle=-\frac1{729}-3\cdot\frac19\cdot\frac{64}{81}\cdot\frac12+\frac{512}{729}\cdot\frac C4=\frac{-97+128C}{729}.$$

The term linear in $\cos\varphi'$ has dropped out. Therefore

$$\langle P_3\rangle=\frac12\left[\frac{5(-97+128C)}{729}+\frac13\right]=\frac{-121+320C}{729}.$$

Nine such terms, plus $-1-6\cdot11/27=-279/81$, give

$$\sum_{ab}P_3=\frac{-279-121+320C}{81}=\frac{-400+320C}{81}.$$

Division by $\Sigma_3=720/81$ yields

$$d(\varphi)=-\frac{5-4\cos3\varphi}{9}.$$

A staggered bond, $\varphi=60^\circ$, has $d=-1$; an eclipsed one, $\varphi=0$, has $d=-1/9$. Even the least favourable angle gives a negative number, and for uniformly distributed $\varphi$ the mean is $-5/9$. The shared bond and the tetrahedral shape produce this correlation without any long-range order. A negative sign is thus no sign of crystal, and the cut must lie close to $-1$.

## How many bonds must agree

Call a bond coherent if $d<-s$. For ideal tetrahedra this means $5-4C>9s$, or $\cos3\varphi<-(9s-5)/4$. With $\psi=3\varphi$, coherent bonds lie within $\alpha$ of $\psi=\pi$, where

$$\cos\alpha=\frac{9s-5}{4},\qquad \frac19<s<1.$$

An amorphous network may prefer staggered bonds. Let the density of $\psi$ be $(1-\kappa\cos\psi)/2\pi$, with $0\le\kappa\le1$. The chance that one bond is coherent is then

$$p=\frac1{2\pi}\int_{\pi-\alpha}^{\pi+\alpha}(1-\kappa\cos\psi)\,d\psi
=\frac{\alpha+\kappa\sin\alpha}{\pi},$$

because the integral of $\cos\psi$ over this range is $-2\sin\alpha$.

For $s=0.8$, $\cos\alpha=0.55$ and $\alpha=0.988$. Without a preference $p=0.315$; with $\kappa=0.5$ it is $0.448$. A test of one bond would accept a third to almost a half of the bonds in these ideal disordered networks. Requiring all four bonds of an atom to be coherent lowers the estimate to $p^4=0.010$ and $0.040$ respectively, if the four bonds are independent. In a real network they are not strictly so, and $p^4$ is a guide to the size.

An atom with four coherent bonds will be called a core atom. The rule also separates cubic from hexagonal stacking: in ideal hexagonal diamond one of the four bonds is eclipsed, so no atom is core.

## Room for vibration

A stricter cut rejects more of the amorphous phase but may also reject vibrating crystal. To find the margin, give each bond direction a small random transverse error with rms $\varepsilon$ per component, independent from bond to bond except that the shared bond is one object seen from both ends.

Let $\theta$ be the small angle between $\mathbf q(i)$ and $-\mathbf q(j)$. Then $d=-\cos\theta\approx-1+\theta^2/2$, so first-order changes of $\mathbf q$ suffice. A change along $\mathbf q$ itself would not contribute to $\theta$, but there is none at this order: its size is governed by the slope of $\sum_bP_3(\mathbf u\cdot\mathbf u_b)$ at $\mathbf u=\mathbf u_a$, which vanishes by threefold symmetry about the bond.

The size of the change comes from $\sum_mY_{lm}^2=(2l+1)/4\pi$, which is constant on the sphere. Applying the Laplacian gives $0=2\sum_m(|\nabla Y_{lm}|^2+Y_{lm}\nabla^2Y_{lm})$. With $\nabla^2Y_{lm}=-l(l+1)Y_{lm}$,

$$\sum_m|\nabla Y_{lm}|^2=l(l+1)\frac{2l+1}{4\pi}.$$

For $l=3$ this is $12\cdot7/4\pi$, shared equally by the two transverse directions. Each has variance $\varepsilon^2$. One bond enters $\mathbf q$ with weight $1/4$, and $|\mathbf q|^2=(7/4\pi)(5/9)$, so its contribution to the squared relative change is

$$\frac1{16}\cdot\frac{12\,\varepsilon^2}{5/9}=\frac{27}{20}\varepsilon^2.$$

The shared bond changes $\mathbf q(i)$ and $-\mathbf q(j)$ equally and cancels in $\theta$. Three outer bonds remain on each side:

$$\langle1+d\rangle\approx\frac12\cdot6\cdot\frac{27}{20}\varepsilon^2=\frac{81}{20}\varepsilon^2.$$

For 40,000 randomly distorted pairs with $\varepsilon=0.03$ the mean is 0.00365, and the formula gives 0.00364. Vibrations in a solid are correlated, so there the law sets a scale. In the simulated crystal at 900 K, $\varepsilon=0.050$; the law gives $4.05\times0.050^2=0.010$, and the measured mean is also 0.010. The cut $s=0.8$ allows $1+d$ to reach 0.2, about twenty times as much.

## Which crystal is the substrate

Local order leaves one error that no threshold can cure. A grain nucleated inside the amorphous layer is genuine diamond, whatever its orientation. If all core atoms were counted as regrown substrate, the front would be placed too far forward.

Core atoms are therefore linked when they share a coherent bond, and the largest linked cluster is taken as the substrate. This assumes that the substrate is larger than any separate grain. It also assumes that no grain of similar orientation touches the substrate. The tolerance is wide: for ideal tetrahedra turned about their shared bond, the bond stays coherent up to $\alpha/3\approx19^\circ$ at $s=0.8$, so a grain across a low-angle boundary can be linked to the substrate and counted with it. At the edge one correction is needed. An atom in the last (001) layer has two bonds into the crystal and two into the amorphous side, and often misses the four-bond condition. The neighbours of the cluster's core atoms are therefore added to the crystal. The repair is partial: an atom of the second-last layer is core only if its bonds to the last layer are coherent, and a last-layer atom is recovered in this way only where such a core neighbour exists.

The front follows from ranks. Start at the centre of the cluster and go outward along the growth normal, which must be known. Let $N_c$ be the number of crystal atoms on that side. Order all atoms there, crystalline or not, by their distance $z_{(1)}\le z_{(2)}\le\dots$ and set

$$z_{\rm front}=\frac12\left(z_{(N_c)}+z_{(N_c+1)}\right).$$

For a sharp plane and an exact count, this lies between the last crystal atom and the first amorphous one. For a rough front, crystal atoms beyond the dividing position balance missing ones behind it. The result is a mean position, resolved only to about half a layer because the crystal atoms lie in discrete planes; it says nothing about roughness. A planar front inclined by 5° across a cell 1.63 nm wide would span 0.14 nm, about one atomic layer, with the same mean to within this resolution.

The whole scheme is short:

1. Find four nearest neighbours and compute $\mathbf q$ and $d$.
2. Mark atoms with four coherent bonds as core.
3. Link core atoms, keep the largest cluster and add its neighbours.
4. Convert the count on each side to a front by rank.

A twin is a definite exception to the idea that all regrown crystal is linked to the substrate. Across a (111) twin plane the crossing bonds are eclipsed, with $d=-1/9$. They break the links, and the scheme stops at the twin although crystal continues behind it. Where twins are expected, clusters beyond the first should be examined separately.

## A silicon film with two fronts

The example is a periodic cell of 576 silicon atoms, $1.629\times1.629\times4.345$ nm, with (001) fronts. Forces come from the Stillinger–Weber form with parameters refitted for amorphous silicon: $\epsilon=1.64833$ eV, $\sigma=0.20951$ nm and $\lambda=31.5$. The lattice constant is 0.543 nm and the layer spacing 0.136 nm.

Classical molecular dynamics at fixed volume prepared the film. Part of the crystal was held while the rest was melted at 5000 K for 1.5 ps and cooled to 900 K in 3.75 ps. All atoms then moved freely at 900 K for 0.9 ps, and their motion was finally damped for 0.6 ps. Two cells were made independently, with 2.72 nm and 2.17 nm of material melted. They stand for an early and a late stage of regrowth, but one did not grow into the other.

Away from the fronts the phases separate cleanly. In the damped early cell, mean $d$ is −1.000 in the crystal and −0.521 in the amorphous layer, the latter close to the ideal random value −0.556. Of the amorphous bonds, 24% pass the single-bond criterion, yet none of the 199 amorphous atoms examined is core. That zero should not be over-read: $0.241^4\times199\approx0.7$, so independent bonds would give less than one false core atom in a sample of this size. The passing fraction is below the ideal 31%, possibly because distorted tetrahedra rarely reach $d$ near −1; this explanation is a conjecture. At 900 K all interior crystal atoms examined are still core.

A front position needs a known answer. For this purpose perfect crystal was joined to amorphous material from the early cell at chosen planes, and overlapping amorphous atoms were removed. With planes at 1.561 and 3.191 nm, both fronts are found 0.068 nm too far inside the crystal. This is half a layer: some atoms of the last crystal layer, with cut bonds, are not counted, so both ranks in the formula fall within that layer. A layer here has 18 atoms, and missing any number of them from 1 to 17 gives this same error; missing all 18 would give a whole layer. The half layer therefore does not tell whether few or nearly all atoms of that layer were missed. When the first plane is moved to 2.104 nm the error is the same, and the advance is found as 0.543 nm, as imposed. The exact agreement owes much to the discrete layers, which hide small differences in the number of missed atoms. These joints were not relaxed, and their error should not be carried over to real interfaces. Where the bonds are intact it may even have the opposite sign: an atom of the last crystal layer can pass the four-bond test by chance, and its amorphous neighbours are then added to the crystal.

## Reading the quenched fronts

The held boundary is a poor answer key for the quenched cells. At the end of melting, the scheme puts the fronts within 0.07 nm of it. After cooling, free motion and damping, they lie farther into the formerly molten region. The table gives this excess for the two fronts of each cell.

| Cell | Bond order (nm) | Fixed lattice (nm) |
|---|---:|---:|
| Early | 0.289, 0.303 | 0.198, 0.194 |
| Late | 0.224, 0.435 | 0.175, 0.309 |

The second column uses the aligned lattice signal described at the start, summed over atoms in place of $N_c$. It also finds new order beyond the held boundary, in register with the substrate. The extra layers are thus a product of the preparation after melting, and not an invention of the bond-order rule.

The two measures differ by 0.05 to 0.13 nm, less than one layer. They weight partly ordered atoms differently, and the lattice sum also carries some scatter from the amorphous side. The bond-order front depends on its threshold as well. Changing $s$ from 0.7 to 0.9 moves each front back by 0.11 to 0.16 nm. A comparison of successive snapshots should therefore keep $s$ fixed. Between the two cells the first front differs by 0.479 nm according to bond order and by 0.521 nm according to the lattice signal, both at fixed settings. The held boundaries differ by 0.543 nm, but each cell added its own layers during preparation.

Thermal motion matters less here. Fronts in the 900 K snapshots and after damping differ by at most 0.053 nm. Damping was not complete: the largest remaining force was 0.10 eV/Å in the early cell and 0.52 eV/Å in the late one.

Connectivity was examined by placing a rotated diamond grain of 87 atoms in the middle of the early amorphous layer. The scheme recognized 21 of them as core and joined none to the substrate. The fronts moved by no more than 0.051 nm.

## What carries over to real regrowth

The model network has a mean coordination of 4.04 to 4.07 within 0.29 nm and bond-angle spreads of 13° to 14°. Real amorphous silicon is also nearly fourfold coordinated, with a spread of roughly 10°, so its tetrahedra are less distorted and more single bonds may pass the cut. The model crystal is bound by 3.30 eV per atom, well below the rough real value of 4.6 eV; its energies and growth rates should not be transferred. Its cooling rate, $1.1\times10^{15}$ K/s, is far from furnace conditions. Fixed volume also suppresses the density change on amorphization, roughly 2%, which would amount to 0.054 nm over the 2.72 nm layer.

The largest gap is time. Take a rough regrowth law for undoped (001) silicon, $v=v_0e^{-E/k_BT}$, with $v_0=5\times10^6$ m/s and $E=2.7$ eV. At 900 K, $k_BT=0.0776$ eV, so

$$v\approx5\times10^6\,e^{-34.8}\ \text{m/s}\approx3.8\ \text{nm/s}.$$

One layer takes $0.136/3.8$ s, or about 36 ms. During the 0.9 ps of free motion the expected advance is only $3\times10^{-12}$ nm. The layers gained in preparation therefore cannot be read as a picture of real solid-phase regrowth at 900 K; the rate of the model itself was not measured.

Unevenly doped or patterned films can break the assumption of one planar front. Dopants change the local speed, and mask edges can bend the front. The rank formula then returns an average over the chosen area, with an error at any one place as large as the local departure from that average. Dividing the film into columns restores lateral detail, at the cost of fewer atoms per count. The classification itself needs no plane; it needs atomic coordinates, four meaningful neighbours and a substrate cluster that can be identified.
